# Marcus and Pekar partitions of nonequilibrium polarisation in a spherical cavity: a numerical check

```python
# Result under test (Hartree atomic units): spherical vacuum cavity of radius a in a dielectric
# with static eps_s and optical eps_inf. Solute surface potential jumps V0 -> V1, slow polarisation frozen.
# Per harmonic l: f(eps)=(l+1)(eps-1)/((l+1)eps+l), S=4 pi a/(2l+1), u=S*sigma, <x,y>=a^2 x y.
# Marcus: sig_s=sig_0(eps_s-eps_inf)/(eps_s-1), u_f1=-f_inf(V1+u_s),
#   G_M=<sig_f1,V1>/2+<sig_s,V1-V0/2>+<sig_s,u_f1-u_f0>/2
# Pekar: u_dyn=-f_inf V, u_in=-(f_s-f_inf)V0, G_P=<sig_dyn1,V1>/2+<sig_in,V1-V0/2>
# Claim: split charges differ, totals agree, G_M=G_P=min over P_f of
#   G=int(P_f^2/2chi_f+P_s^2/2chi_s)+int P.grad V+(1/8pi)int|grad psi|^2.
# Independent road: direct minimisation of G over fields P=A(r) rhat Y + B(r) grad_sphere Y.
import numpy as np
import sympy as sp
from numpy.polynomial import Legendre
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants
from scipy.special import eval_legendre

EV = physical_constants['Hartree energy in eV'][0]
PI = np.pi

# ---------- symbolic checks for general l ----------
l_, es_, ei_, a_, s_ = sp.symbols('l es ei a s', positive=True)
V_, V0_, V1_, u_, us_ = sp.symbols('V V0 V1 u us', real=True)
fsym = lambda e: (l_ + 1) * (e - 1) / ((l_ + 1) * e + l_)
E_in = -sp.diff(V_ * s_**(-l_ - 1) + u_ * s_**l_, s_).subs(s_, 1) / a_
E_out = -sp.diff((V_ + u_) * s_**(-l_ - 1), s_).subs(s_, 1) / a_
u_sol = sp.solve(ei_ * E_out - E_in - us_ * (2 * l_ + 1) / a_, u_)[0]
assert sp.simplify(u_sol - (-fsym(ei_) * V_ + (1 - fsym(ei_)) * us_)) == 0
u0 = u_sol.subs({us_: 0, ei_: es_, V_: V0_})
uS = u0 * (es_ - ei_) / (es_ - 1)
uF1 = u_sol.subs({us_: uS, V_: V1_}) - uS
uD = lambda v: u_sol.subs({us_: 0, V_: v})
uI = u0 - uD(V0_)
GMs = uF1 * V1_ / 2 + uS * (V1_ - V0_ / 2) + uS * (uF1 - (u0 - uS)) / 2
GPs = uD(V1_) * V1_ / 2 + uI * (V1_ - V0_ / 2)
ratio = ((l_ + 1) * ei_ + l_) / (2 * l_ + 1)
assert sp.simplify(uS / uI - ratio) == 0
assert sp.simplify(sp.limit(ratio, l_, sp.oo) - (ei_ + 1) / 2) == 0
assert sp.simplify(uS + uF1 - uI - uD(V1_)) == 0
assert sp.simplify(GMs - GPs) == 0
assert sp.simplify(GPs + fsym(es_) * V1_**2 / 2 - (fsym(es_) - fsym(ei_)) * (V1_ - V0_)**2 / 2) == 0

# ---------- closed forms ----------
def closed(l, a, es, ei, V0, V1):
    f = lambda e: (l + 1) * (e - 1) / ((l + 1) * e + l)
    S, fs, fi = 4 * PI * a / (2 * l + 1), f(es), f(ei)
    s0 = -fs * V0 / S
    ss = s0 * (es - ei) / (es - 1)
    sf0, sf1 = s0 - ss, -fi * (V1 + S * ss) / S
    d0, d1, sin_ = -fi * V0 / S, -fi * V1 / S, -(fs - fi) * V0 / S
    r = dict(S=S, fs=fs, fi=fi, s0=s0, ss=ss, sf0=sf0, sf1=sf1, d0=d0, d1=d1, sin=sin_,
             Mf=a*a*sf1*V1/2, Ms=a*a*ss*(V1 - V0/2), Mc=a*a*ss*S*(sf1 - sf0)/2,
             Pd=a*a*d1*V1/2, Pi=a*a*sin_*(V1 - V0/2),
             Geq0=-a*a*fs*V0**2/(2*S), Geq1=-a*a*fs*V1**2/(2*S),
             lam=a*a*(fs - fi)*(V1 - V0)**2/(2*S))
    r['GM'], r['GP'] = r['Mf'] + r['Ms'] + r['Mc'], r['Pd'] + r['Pi']
    return r

# ---------- direct minimisation; inside s=r/a, outside t=a/r ----------
xg, wg = leggauss(60)
t, w = (xg + 1) / 2, wg / 2

def minimise(l, a, es, ei, V0, V1):
    N, ll = l + 4, l * (l + 1)
    nrm = np.sqrt(2 * np.arange(N) + 1)
    polys = [Legendre.basis(k, domain=[0, 1]) * nrm[k] for k in range(N)]
    Lv = np.array([p(t) for p in polys])
    zero = np.zeros((N, t.size))
    # potential basis: N exterior functions (first one continues as 1 inside), N interior bubbles
    ext = np.vstack([[p.integ(lbnd=0)(t) for p in polys], zero])
    dext = np.vstack([Lv, zero])
    inn = np.vstack([zero, [p.integ(lbnd=1)(t) for p in polys]])
    inn[0] = 1.0
    dinn = np.vstack([zero, Lv])
    K = a * ((dext * w) @ dext.T + ll * (ext * w / t**2) @ ext.T
             + (dinn * w * t**2) @ dinn.T + ll * (inn * w) @ inn.T)
    # polarisation basis: A = t^2 L_k, and B = t^2 L_k for l > 0
    G0 = a**3 * (Lv * w) @ Lv.T
    def couple(val, der):
        cA = -a * a * (Lv * w) @ der.T
        return cA if l == 0 else np.concatenate([cA, ll * a * a * (Lv * w / t) @ val.T])
    M = G0 if l == 0 else np.block([[G0, 0 * G0], [0 * G0, ll * G0]])
    C = couple(ext, dext)
    b = couple(t**(l + 1), (l + 1) * t**l)
    psi = 4 * PI * np.linalg.solve(K, C.T)
    J = C @ psi
    cf, cs, n = (ei - 1) / (4 * PI), (es - ei) / (4 * PI), M.shape[0]
    H = np.block([[M / cf + J, J], [J, M / cs + J]])
    assert np.linalg.eigvalsh((H + H.T) / 2).min() > 0          # strict convexity
    def full(V):
        p = np.linalg.solve(H, -V * np.concatenate([b, b]))
        return p[:n], p[n:]
    fast = lambda V, ps: np.linalg.solve(M / cf + J, -V * b - J @ ps)
    def G(pf, ps, V):
        p = pf + ps
        return pf @ M @ pf / (2*cf) + ps @ M @ ps / (2*cs) + V * p @ b + p @ J @ p / 2
    sig = lambda p: -(p[:N] @ nrm)
    pf0, ps = full(V0)
    pf1 = fast(V1, ps)
    for p in (ps, pf1):                                          # no volume bound charge
        A = t**2 * (p[:N] @ Lv)
        assert np.allclose(A, -sig(p) * t**(l + 2), atol=1e-9 * (abs(V0) + abs(V1)))
        if l > 0:
            assert np.allclose(t**2 * (p[N:] @ Lv), -A / (l + 1), atol=1e-9 * (abs(V0) + abs(V1)))
    xq, wq = leggauss(3)
    work = sum(wk / 2 * (V0 * sum(full(V0 * (xk + 1) / 2)) @ b
               + (V1 - V0) * (fast(V0 + (V1 - V0) * (xk + 1) / 2, ps) + ps) @ b)
               for xk, wk in zip(xq, wq))
    d0, d1 = sig(fast(V0, 0 * ps)), sig(fast(V1, 0 * ps))
    return dict(s0=sig(pf0 + ps), ss=sig(ps), sf0=sig(pf0), sf1=sig(pf1), d0=d0, d1=d1,
                sin=sig(pf0 + ps) - d0, G=G(pf1, ps, V1), work=work, us=psi[0] @ ps,
                Geq0=G(pf0, ps, V0), Geq1=G(*full(V1), V1),
                selfs=ps @ M @ ps / (2*cs), selff=pf1 @ M @ pf1 / (2*cf))

def compare(l, a, es, ei, V0, V1, V0n=None, V1n=None):
    c = closed(l, a, es, ei, V0, V1)
    m = minimise(l, a, es, ei, V0 if V0n is None else V0n, V1 if V1n is None else V1n)
    v = abs(V0) + abs(V1)
    ts, te = 1e-8 * v / c['S'] + 1e-13, 1e-8 * a * a * v * v / c['S'] + 1e-14
    for k in ('s0', 'ss', 'sf0', 'sf1', 'd0', 'd1', 'sin'):
        assert abs(c[k] - m[k]) < ts, (l, k)
    assert abs(m['ss'] + m['sf1'] - m['sin'] - m['d1']) < ts
    assert abs(m['us'] - c['S'] * m['ss']) < ts * c['S']
    assert abs(m['ss'] - m['sin'] * ((l + 1) * ei + l) / (2 * l + 1)) < ts * ei
    for g in (c['GM'], c['GP'], m['work']):
        assert abs(g - m['G']) < te
    assert abs(c['Geq0'] - m['Geq0']) < te and abs(c['Geq1'] - m['Geq1']) < te
    assert abs(m['G'] - m['Geq1'] - c['lam']) < te
    assert abs(m['selfs'] + a*a*c['ss'] * (V0 + c['S'] * c['s0']) / 2) < te
    assert abs(m['selff'] + a*a*c['sf1'] * (V1 + c['S'] * (c['ss'] + c['sf1'])) / 2) < te
    h = 1e-3 * v
    up, dn = closed(l, a, es, ei, V0, V1 + h), closed(l, a, es, ei, V0, V1 - h)
    for k in ('GM', 'GP'):
        assert abs((up[k] - dn[k]) / (2 * h) - a*a*(m['ss'] + m['sf1'])) < a * a * ts
    return c, m

rng = np.random.default_rng(7)
for l in range(9):
    for _ in range(3):
        ei = rng.uniform(1.2, 4)
        compare(l, rng.uniform(2, 8), ei + rng.uniform(0.5, 90), ei, *rng.normal(size=2))

# ---------- worked examples ----------
a, es, ei = 4.0, 40.0, 2.0
print(f"model: a = {a:.1f} bohr, eps_s = {es:.1f}, eps_inf = {ei:.1f}")
print(f"slow fraction (eps_s-eps_inf)/(eps_s-1) = {(es-ei)/(es-1):.6f}")
q0, q1 = -1.0, 0.0
c, m = compare(0, a, es, ei, q0 * np.sqrt(4*PI) / a, q1 * np.sqrt(4*PI) / a)
Q = a * a * np.sqrt(4 * PI)
print(f"A: central charge {q0:.0f} -> {q1:.0f} e; f_s = {c['fs']:.6f}, f_inf = {c['fi']:.6f}")
print(f"A initial total surface charge = {Q*c['s0']:.6f} e")
print(f"A Marcus slow, fast0, fast1 = {Q*c['ss']:.6f}, {Q*c['sf0']:.6f}, {Q*c['sf1']:.6f} e")
print(f"A Pekar inert, dyn0, dyn1 = {Q*c['sin']:.6f}, {Q*c['d0']:.6f}, {Q*c['d1']+0:.6f} e")
print(f"A final total Marcus, Pekar = {Q*(c['ss']+c['sf1']):.6f}, {Q*(c['sin']+c['d1']):.6f} e")
print(f"A Marcus fast, slow, coupling = {c['Mf']+0:.6f}, {c['Ms']:.6f}, {c['Mc']:.6f} Eh")
print(f"A Pekar dyn, inert = {c['Pd']+0:.6f}, {c['Pi']:.6f} Eh")
print(f"A G_M, G_P, G_min = {c['GM']:.6f}, {c['GP']:.6f}, {m['G']:.6f} Eh")
print(f"A G_eq(0), G_eq(1) = {c['Geq0']:.6f}, {c['Geq1']+0:.6f} Eh")
print(f"A lambda = {c['lam']:.6f} Eh = {c['lam']*EV:.4f} eV")
print(f"A G_neq-G_eq(0) = {m['G']-m['Geq0']:.6f} Eh = {(m['G']-m['Geq0'])*EV:.4f} eV")
assert abs((c['Mf'] + c['Ms']) / m['G'] - ei) < 1e-8            # coupling dropped: factor eps_inf
assert abs(c['ss'] + c['d1'] - m['ss'] - m['sf1']) * Q > 0.1     # unscreened slow charge fails
print(f"A wrong: no coupling term = {c['Mf']+c['Ms']:.6f} Eh")
print(f"A wrong: unscreened slow charge total = {Q*(c['ss']+c['d1']):.6f} e")

q, z0, z1, LMAX = -1.0, 2.0, -2.0, 24
print(f"B: charge {q:.0f} e, z = {z0:.1f} -> {z1:.1f} bohr, l <= {LMAX}")
xa, wa = leggauss(100)
keys = ('Mf', 'Ms', 'Mc', 'Pd', 'Pi', 'GM', 'GP', 'Geq0', 'Geq1', 'lam')
tot = dict.fromkeys(keys, 0.0)
pole = dict.fromkeys(('ss', 'sf1', 'sin', 'd1'), 0.0)
Gmin = half = 0.0
for l in range(LMAX + 1):
    y = np.sqrt((2 * l + 1) / (4 * PI))
    proj = lambda z: 2*PI*np.sum(wa * q / np.sqrt(a*a + z*z - 2*a*z*xa) * y * eval_legendre(l, xa))
    ana = lambda z: q * z**l / a**(l + 1) / y
    assert abs(proj(z0) - ana(z0)) < 1e-13 and abs(proj(z1) - ana(z1)) < 1e-13
    c, m = compare(l, a, es, ei, ana(z0), ana(z1), proj(z0), proj(z1))
    for k in keys:
        tot[k] += c[k]
    for k in pole:
        pole[k] += y * c[k]
    Gmin += m['G']
    half += a * a * (m['ss'] + m['sf1']) * ana(z1) / 2
    if l <= 3:
        print(f"l={l} f_s {c['fs']:.6f} f_inf {c['fi']:.6f} S {c['S']:.5f} bohr ratio {m['ss']/m['sin']:.6f}")
        print(f"l={l} V0, V1 = {ana(z0):.6f}, {ana(z1):.6f} Eh/e")
        print(f"l={l} slow, fast1 = {c['ss']:.7f}, {c['sf1']:.7f} e/bohr^2")
        print(f"l={l} inert, dyn1 = {c['sin']:.7f}, {c['d1']:.7f} e/bohr^2")
        print(f"l={l} M fast, slow, coupl = {c['Mf']:.6f}, {c['Ms']:.6f}, {c['Mc']+0:.6f} Eh")
        print(f"l={l} P dyn, inert; G = {c['Pd']:.6f}, {c['Pi']:.6f}; {m['G']:.6f} Eh")
assert abs(c['GM']) < 1e-13 and abs(y * c['s0']) < 1e-7          # series converged
assert abs(tot['GM'] - Gmin) < 1e-9 and abs(tot['GP'] - Gmin) < 1e-9
assert abs(half - Gmin) > 1e-3 and abs(tot['Mc']) > 1e-3
assert abs(pole['ss'] - pole['sin']) > 1e-3
print(f"B +z pole slow, fast1 = {pole['ss']:.6f}, {pole['sf1']:.6f} e/bohr^2")
print(f"B +z pole inert, dyn1 = {pole['sin']:.6f}, {pole['d1']:.6f} e/bohr^2")
print(f"B +z pole total M, P = {pole['ss']+pole['sf1']:.6f}, {pole['sin']+pole['d1']:.6f} e/bohr^2")
print(f"B Marcus fast, slow, coupling = {tot['Mf']:.6f}, {tot['Ms']:.6f}, {tot['Mc']:.6f} Eh")
print(f"B Pekar dyn, inert = {tot['Pd']:.6f}, {tot['Pi']:.6f} Eh")
print(f"B G_M, G_P, G_min = {tot['GM']:.8f}, {tot['GP']:.8f}, {Gmin:.8f} Eh")
print(f"B G_neq = {Gmin*EV:.4f} eV")
print(f"B G_eq(0), G_eq(1) = {tot['Geq0']:.6f}, {tot['Geq1']:.6f} Eh")
print(f"B lambda = {tot['lam']:.6f} Eh = {tot['lam']*EV:.4f} eV")
print(f"B wrong: no coupling term = {tot['Mf']+tot['Ms']:.6f} Eh")
print(f"B wrong: <sigma_total,V1>/2 = {half:.6f} Eh")
print("done: every assertion held")
```

Output:

```
model: a = 4.0 bohr, eps_s = 40.0, eps_inf = 2.0
slow fraction (eps_s-eps_inf)/(eps_s-1) = 0.974359
A: central charge -1 -> 0 e; f_s = 0.975000, f_inf = 0.500000
A initial total surface charge = 0.975000 e
A Marcus slow, fast0, fast1 = 0.950000, 0.025000, -0.475000 e
A Pekar inert, dyn0, dyn1 = 0.475000, 0.500000, 0.000000 e
A final total Marcus, Pekar = 0.475000, 0.475000 e
A Marcus fast, slow, coupling = 0.000000, 0.118750, -0.059375 Eh
A Pekar dyn, inert = 0.000000, 0.059375 Eh
A G_M, G_P, G_min = 0.059375, 0.059375, 0.059375 Eh
A G_eq(0), G_eq(1) = -0.121875, 0.000000 Eh
A lambda = 0.059375 Eh = 1.6157 eV
A G_neq-G_eq(0) = 0.181250 Eh = 4.9321 eV
A wrong: no coupling term = 0.118750 Eh
A wrong: unscreened slow charge total = 0.950000 e
B: charge -1 e, z = 2.0 -> -2.0 bohr, l <= 24
l=0 f_s 0.975000 f_inf 0.500000 S 50.26548 bohr ratio 2.000000
l=0 V0, V1 = -0.886227, -0.886227 Eh/e
l=0 slow, fast1 = 0.0167494, 0.0004408 e/bohr^2
l=0 inert, dyn1 = 0.0083747, 0.0088155 e/bohr^2
l=0 M fast, slow, coupl = -0.003125, -0.118750, 0.000000 Eh
l=0 P dyn, inert; G = -0.062500, -0.059375; -0.121875 Eh
l=1 f_s 0.962963 f_inf 0.400000 S 16.75516 bohr ratio 1.666667
l=1 V0, V1 = -0.255832, 0.255832 Eh/e
l=1 slow, fast1 = 0.0143263, -0.0118381 e/bohr^2
l=1 inert, dyn1 = 0.0085958, -0.0061075 e/bohr^2
l=1 M fast, slow, coupl = -0.024228, 0.087963, -0.023457 Eh
l=1 P dyn, inert; G = -0.012500, 0.052778; 0.040278 Eh
l=2 f_s 0.959016 f_inf 0.375000 S 10.05310 bohr ratio 1.600000
l=2 V0, V1 = -0.099083, -0.099083 Eh/e
l=2 slow, fast1 = 0.0092097, 0.0002424 e/bohr^2
l=2 inert, dyn1 = 0.0057561, 0.0036960 e/bohr^2
l=2 M fast, slow, coupl = -0.000192, -0.007300, -0.000000 Eh
l=2 P dyn, inert; G = -0.002930, -0.004563; -0.007492 Eh
l=3 f_s 0.957055 f_inf 0.363636 S 7.18078 bohr ratio 1.571429
l=3 V0, V1 = -0.041870, 0.041870 Eh/e
l=3 slow, fast1 = 0.0054374, -0.0040976 e/bohr^2
l=3 inert, dyn1 = 0.0034602, -0.0021203 e/bohr^2
l=3 M fast, slow, coupl = -0.001373, 0.005464, -0.001325 Eh
l=3 P dyn, inert; G = -0.000710, 0.003477; 0.002767 Eh
B +z pole slow, fast1 = 0.027956, -0.010191 e/bohr^2
B +z pole inert, dyn1 = 0.016894, 0.000871 e/bohr^2
B +z pole total M, P = 0.017765, 0.017765 e/bohr^2
B Marcus fast, slow, coupling = -0.029019, -0.032745, -0.024867 Eh
B Pekar dyn, inert = -0.078872, -0.007760 Eh
B G_M, G_P, G_min = -0.08663110, -0.08663110, -0.08663110 Eh
B G_neq = -2.3574 eV
B G_eq(0), G_eq(1) = -0.161951, -0.161951 Eh
B lambda = 0.075320 Eh = 2.0496 eV
B wrong: no coupling term = -0.061764 Eh
B wrong: <sigma_total,V1>/2 = -0.124291 Eh
done: every assertion held
```
